# Why Implant Masks Shift the Threshold of Nearby Transistors

Two transistors drawn with the same width, length and oxide should have the same threshold voltage. If one stands a micrometre from the edge of its well and the other ten micrometres away, a circuit that relies on their being equal, such as a current mirror, acquires an error that no gate dimension explains. A designer who guesses that the disturbance dies exponentially can also misjudge the distance needed to escape it.

The cause lies in the well implant. Some ions enter the resist close to its edge, are deflected, leave through the sidewall and land in the opening. They have lost energy on the way, so some stop near the silicon surface, where the channel depletion layer feels them. In an n-channel transistor in a boron-doped p-well, the added acceptors raise the threshold. How the shift falls with distance depends on three things: how many ions leave the wall, where they land, and how deep they stop.

## How many ions leave the wall

Let the resist fill $x<0$ up to height $H$, with a long, straight, vertical wall at $x=0$ and a wide opening beyond it. The beam is vertical, with dose $D$ in ions per area. The resist is thick enough to stop it.

Consider an ion that enters at distance $s$ behind the wall. In unbounded resist its path would have some largest outward displacement $m$. Up to the moment of first reaching the wall, the real path and the unbounded path are the same, so the ion escapes if $m>s$. The number of escaping ions per unit length of edge is therefore

$$
N_{\rm edge}=D\int_0^\infty P(m>s)\,ds=D\,\langle m\rangle .
$$

The last equality holds because, for each ion, the integral over $s$ counts the interval from $0$ to $m$, whose length is $m$.

For the numerical case, 200 keV boron enters a novolak-like resist of composition C$_8$H$_8$O and density 1.2 g/cm³. Ions are followed through successive binary collisions with a universal screened potential, and electronic energy loss is taken proportional to velocity. The average path is 749 nm, against 752 nm from integrating the stopping power without following trajectories. Counting first passages through walls placed at many positions gives an exit length $N_{\rm edge}/D=45.2$ nm, equal to the separately recorded mean of $m$ to the digits shown.

## Where they land

Outside the resist the ion flies straight. Let it leave at height $h$ above the silicon, and let $\alpha$ be its angle below the horizontal, projected on the plane perpendicular to the edge. It lands at

$$
x=h\cot\alpha,\qquad \alpha=\arctan(h/x),\qquad
\left|\frac{d\alpha}{dx}\right|=\frac{h}{x^2+h^2}.
$$

Let $j(h,\alpha)$ be the number of exits per edge length, per height and per angle. Changing variable from angle to landing position gives the landed density per area,

$$
n(x)=\int_0^H j\!\left(h,\arctan\frac hx\right)\frac{h}{x^2+h^2}\,dh .
$$

Far from the wall, $\alpha\simeq h/x$ is small. If $j$ is smooth there, then $j(h,\alpha)\simeq j(h,0)+\alpha\,j'(h,0)$, where the prime means $\partial/\partial\alpha$. The geometric factor is $h/x^2$ up to terms of order $x^{-4}$. Hence

$$
n(x)=\frac{M}{x^2}+\frac{M_1}{x^3}+O(x^{-4}),
$$

$$
M=\int_0^H h\,j(h,0)\,dh,\qquad M_1=\int_0^H h^2j'(h,0)\,dh .
$$

The inverse square has a simple origin. A strip of fixed width seen from height $h$ subtends an angle that shrinks as $h/x^2$. Nothing attenuates the ions in vacuum, so no exponential enters. The law does require some horizontal emission, $M>0$. When emission grows towards the downward direction, $M_1$ is positive and the approach to the inverse square is steeper than the limit itself.

Counting rays by direct angular integration tests this expansion. With heights uniform from 700 to 1300 nm and an angular density proportional to $\cos\alpha\,e^{2\alpha}$, the number landing between 300 and 600 µm exceeds the leading law by 0.52%. The next term accounts for this. Here $j'/j=2$ at $\alpha=0$ and $\langle h^2\rangle/\langle h\rangle=1030$ nm, while the ratio of $\int x^{-3}dx$ to $\int x^{-2}dx$ over the window is $2.5\times10^{-6}$ nm$^{-1}$. Their product is 0.52%.

## A source that can be solved

To see the whole profile rather than its tail, put all exits at one height $h$. If ions with a smooth spread of directions fill the resist next to the wall, their rate of crossing it contains the outward velocity component, hence a factor $\cos\alpha$. A simple downward-biased choice is

$$
j(\alpha)=J\cos\alpha\,(a+b\sin\alpha),\qquad 0\le\alpha\le\frac{\pi}{2},
$$

with $a,b\ge0$. Here $J$ is the number of downward exits per edge length, and integration over $\alpha$ requires $a+b/2=1$. Since $\cos\alpha=x/\sqrt{x^2+h^2}$ and $\sin\alpha=h/\sqrt{x^2+h^2}$, the landing formula gives

$$
n(x)=J\left[\frac{a\,hx}{(x^2+h^2)^{3/2}}+\frac{b\,h^2x}{(x^2+h^2)^2}\right].
$$

Close to the wall both terms rise in proportion to $x$: to land there an ion must travel almost parallel to the wall, and in this source such ions seldom cross it. Far away the terms become $ah/x^2$ and $bh^2/x^3$. They are equal at $x=bh/a$, so a source with little horizontal emission can look like an inverse cube over a long interval.

The maxima follow from the logarithmic derivatives. For $b=0$,

$$
\frac1x-\frac{3x}{x^2+h^2}=0\quad\Rightarrow\quad x=\frac{h}{\sqrt2}.
$$

For $a=0$ the 3 becomes 4, and $x=h/\sqrt3$. In both limits the only length is $h$, the height of the emitting zone above the silicon.

This density counts every landed ion equally. The threshold does not.

## Which ions the threshold feels

Let the channel have uniform doping $N_c$ and depletion width $W$. At the threshold condition the surface potential $\psi$ is held fixed. Integrating Poisson's equation twice through the depletion layer gives

$$
\psi=\frac{q}{\varepsilon}\int_0^W zN(z)\,dz,\qquad
Q=q\int_0^W N(z)\,dz,
$$

where $Q$ is the magnitude of the depletion charge per area. Add a thin sheet of $\delta N$ acceptors per area at depth $d<W$. Keeping $\psi$ fixed to first order requires

$$
d\,\delta N+WN_c\,\delta W=0
\quad\Rightarrow\quad
\delta W=-\frac{d\,\delta N}{WN_c}.
$$

The depletion edge moves inward and gives back some charge:

$$
\delta Q=q(\delta N+N_c\,\delta W)=q\,\delta N\left(1-\frac dW\right).
$$

An acceptor at the surface counts fully, one at the depletion edge not at all, and one below it has no first-order effect. This holds for an abrupt depletion edge. The real edge is blurred over a Debye length, about 7 nm for the doping used below, so an acceptor at depth $W$ keeps a weight of a few per cent. With oxide capacitance $C_{ox}$ per area, the threshold shift is

$$
\Delta V(x)=\frac{qD}{C_{ox}}\,S(x),
$$

where $S(x)$ is the landed density divided by $D$, each ion being weighted by $1-d/W$ if it stops at $d<W$ and by zero otherwise.

A numerical depletion solution tests the weight. For an added layer of $2\times10^{10}$ cm$^{-2}$, centred at 25 nm with a standard deviation of 4 nm, the charge gain is 0.9985 times the formula.

The weight selects slow ions. In the transport calculation, which continues landed ions into amorphous silicon, the mean landing energy is 48.6 keV for all ions but 11.0 keV when each is weighted by its effect on the threshold. The weighted mean exit depth is 647 nm below the resist top, close to the mean stopping depth of 699 nm. The ions that matter come mainly from near the end of the range.

## The shift in millivolts

The example has a dose of $3\times10^{13}$ cm$^{-2}$, 2 µm of resist, 3 nm of oxide and a channel doping of $3\times10^{17}$ cm$^{-3}$ at 300 K. The depletion width is 61.9 nm and $qD/C_{ox}$ is 4.18 V. The shift, averaged over intervals of edge distance, is as follows; the errors are standard errors of sampling.

| Distance (µm) | Shift (mV) |
|---|---|
| 0–0.25 | 4.4 ± 0.3 |
| 0.25–0.5 | 14.8 ± 0.4 |
| 0.5–1 | 18.3 ± 0.4 |
| 1–1.5 | 12.8 ± 0.3 |
| 1.5–2 | 7.2 ± 0.3 |
| 2–3 | 3.3 ± 0.1 |
| 3–5 | 1.09 ± 0.07 |
| 5–8 | 0.28 ± 0.03 |

At the maximum, $S=18.3\ {\rm mV}/4.18\ {\rm V}=0.0044$. The effective added dose is $0.0044\times3\times10^{13}=1.3\times10^{11}$ cm$^{-2}$. The depletion layer already holds $N_cW=1.9\times10^{12}$ cm$^{-2}$, so the addition is about 7% and the first-order treatment is reasonable.

With a vertical beam and a vertical wall, as assumed here, the shift does not fall steadily from the wall. It rises first and is largest between 0.5 and 1 µm. The emitting height is $h=2000-647=1353$ nm, for which the two limits of the solvable source peak at 0.96 and 0.78 µm, both inside that interval. The agreement is limited to the position of the maximum. Beyond it the solvable source falls too slowly: its median landing distance lies between $h$ (for $a=0$) and $\sqrt3\,h$ (for $b=0$), above the threshold-weighted median of 1104 nm given below. The dip is not a shortage of landed ions. Counted without the threshold weight, they lie more densely within 0.5 µm of the wall than between 0.5 and 1 µm. Most of those close to the wall are fast and steep, and come to rest below the depletion layer, where the threshold does not feel them. The dip therefore belongs mainly to the slow ions. For them the solvable source, in which few ions cross the wall nearly parallel to it, offers a plausible picture, though their directions were not examined separately.

Beyond the maximum the fall steepens. The logarithmic slope between the last two intervals is −2.8, so the threshold shift still falls faster than an inverse square there. Two effects act in this direction. One is the downward bias of the emission: 97.6% of exits point down. For all landed ions between 5 and 10 µm, the density per incident dose is $1.34\times10^{-4}$, while the leading law, with $M$ estimated from exits within 0.2 rad of the horizontal, forecasts $0.81\times10^{-4}$. The excess has the sign of a positive $M_1$, and the leading law is good here only to within a factor of two. The other effect is reflection: silicon turns back 43% of the ions arriving beyond 3 µm, against 6% of all arrivals. Reflection is largely offset, however, because the distant ions that do stay stop nearer the surface and carry more weight. The mean weight per landed ion changes little beyond 2 µm, so the steepness comes mainly from the emission.

An exponential drawn through the shifts near the maximum is a poor guide at large distance. Drawn through the intervals 0.5–1 and 1.5–2 µm, it decays at $\ln(18.3/7.2)=0.93$ per µm. The calculated shift at 5–8 µm is 2.4 times its extrapolation.

For use between 0.25 and 5 µm, the interval averages can be interpolated by

$$
\Delta V\simeq\frac{19\ {\rm mV}}{\left[1+(x/2.45\ \mu{\rm m})^2\right]^{2.34}},
$$

with a largest misfit of 22% relative to the calculated averages. This is a fit for this one case. It has no maximum away from the wall, and its eventual slope of −4.7 is wrong for the tail: at 6.5 µm it gives 0.14 mV, about half the calculated average around that distance.

## What a thinner mask changes

Since $x=(H-z)\cot\alpha$ for an ion leaving at depth $z$, a change of $H$ rescales its landing distance by the ratio of the new $H-z$ to the old. If the important exits lie in a narrow band of depths, the whole profile stretches by nearly one factor. Its height changes as well, because the same ions are spread over a different distance.

Reduce the resist from 2000 to 1500 nm, with the beam, resist material and transistor held fixed. The deepest simulated stop is 843 nm, so both masks stop all the simulated ions. The emitting height falls from 1353 to 853 nm, a ratio of 0.630. The median landing distance, weighted by threshold effect, falls from 1104 to 699 nm, a ratio of 0.633. Scaling by total resist thickness would have predicted 0.75.

A thinner mask therefore draws the disturbance closer to the wall, provided that it still stops the beam. It does not remove the emitted ions. By the same stretching argument the shift close to the wall can increase while the shift far away decreases.

## How far to trust the numbers

The example has one implant and does not represent a particular manufacturing process. If a well receives several implants, their contributions to the shift add as long as the total shift is small.

The electronic stopping multipliers, 1.3 in resist and 1.6 in silicon, are rough inputs. Raising the resist value to 1.6 shortens the mean stopping depth to 590 nm and gives 17.1 ± 0.9 mV at 0.5–1 µm, a change not resolved by the sampling. Weaker stopping in the resist and other values for silicon were not examined. A 30 nm spread of the dopant during annealing changes the shift in that interval by no more than a few per cent.

Another correction concerns the fixed surface potential. If the threshold is instead defined by a fixed inversion charge, which varies as $e^{q\psi/kT}$ divided by the surface field, a field 7% larger requires the potential to rise by $(kT/q)\ln1.07\approx1.8$ mV. With the extra depletion charge this adds a little over 2 mV where the shift is 18 mV, somewhat more than a tenth. The 3.5 mV listed in the output is the rise of $2(kT/q)\ln(N/n_i)$ for a 7% increase in doping; it leaves out the flat-band voltage, which for uniform doping cancels half of it.

The table holds for a vertical beam and a vertical wall. Over the mean stopping depth of 699 nm, a 7° beam tilt across the edge carries the ions 86 nm sideways, and a 3° taper moves the wall by 37 nm. The exit length is only 45 nm, so either can change the number of escaping ions substantially, and a tilt can change the shift well beyond the dip.

The first quarter micrometre is especially uncertain. The same tilt moves the boundary of the directly implanted region 246 nm away from the wall if the beam comes from over the resist. The same taper gives the resist a foot 105 nm wide. Ions can also enter through a wall that faces the beam and scatter out again. The predicted dip may then disappear, so it should not be used as a design allowance without the real wall shape and beam direction. Crystal channelling, incomplete activation and an opposite mask wall are also left out, and their effect on the shift has not been estimated. The full set of values is in the numerical output below.

## Computed values

```
beam energy 200 keV; dose 3.0e+13 cm^-2
resist height 2000 nm; density 1.2 g/cm^3; formula C8H8O
electronic multipliers: resist 1.3, silicon 1.6 (rough inputs)
oxide 3.0 nm; channel doping 3.0e+17 cm^-3
temperature 300 K; intrinsic density 1.0e+10 cm^-3
surface potential 0.890 V; depletion width 61.9 nm
q*dose/Cox 4.176 V
largest scattering-table error 0.37 percent
far-tail formula error in ray test 0.52 percent
numerical/formula threshold charge 0.9985
path in resist: transport 749, integral 752 nm
mean stopping depth in resist 699 nm
deepest simulated stop in resist 843 nm
exit length 45.17 nm; mean maximum 45.20 nm
fraction of exits directed down 0.976
mean landing energy: all 48.6 keV
mean landing energy: threshold-weighted 11.0 keV
weighted exit depth 647 nm; height 1353 nm
edge distance range (um): threshold shift +/- sampling error (mV)
  0.00-0.25: 4.361 +/- 0.264
  0.25-0.50: 14.800 +/- 0.361
  0.50-1.00: 18.252 +/- 0.363
  1.00-1.50: 12.765 +/- 0.278
  1.50-2.00: 7.220 +/- 0.252
  2.00-3.00: 3.326 +/- 0.102
  3.00-5.00: 1.092 +/- 0.066
  5.00-8.00: 0.284 +/- 0.025
log slopes between successive ranges: [ 1.11  0.3  -0.7  -1.69 -2.17 -2.37 -2.78]
median reach, 2000 nm resist: 1104 nm
median reach, 1500 nm resist: 699 nm
reach ratio 0.633; height ratio 0.630
landed dose fraction at 5-10 um: observed 1.338e-04
landed dose fraction at 5-10 um: tail forecast 8.050e-05
shift at 5-8 um / exponential extrapolation 2.37
fit for 0.25-5 um: V0 19.16 mV, lambda 2449 nm
fit power p 2.342; largest misfit 22.4 percent
resist multiplier 1.6: mean stop 590 nm
  shift at 0.5-1 um 17.14 +/- 0.88 mV
30 nm anneal spread: shift ratio at 0.5-1 um 0.977
surface-potential correction at 0.5-1 um 3.53 mV
reflected fraction: all landings 0.059
reflected fraction: beyond 3 um 0.429
7 degree beam tilt: edge displacement 246 nm
3 degree wall taper: foot width 105 nm
```
